# Direction-averaged acoustic and optical deformation potentials of valence-band holes

## Result and its use

For holes in the fourfold valence edge of a diamond-type semiconductor, the Bir-Pikus potentials $a$, $b$, $d$ combine into the acoustic strength

$$
\Xi^2=a^2+\left(b^2+\frac{d^2}{2}\right)\left(\frac25+\frac35\,\frac{c_l}{c_t}\right), \tag{1}
$$

where $c_l$ and $c_t$ are the longitudinal and transverse elastic constants. This strength is summed over the heavy and light final bands. If phonon directions and band spinors are averaged independently, each final band receives half of it, and the direction-averaged scattering rate is

$$
W_{ac}=\frac{2\pi kT}{c_l}\,\frac{\Xi^2}{2}\,[N_h(E)+N_l(E)]. \tag{2}
$$

Here $N_g(E)$ is the density of states of band $g$ per spin and per volume, at hole energy $E$. For optical phonons of frequency $\omega$ and occupation $n$,

$$
W_{op}^{\pm}=\frac{\pi D^2}{\rho\omega}\left(n+\frac12\pm\frac12\right)\sum_g N_g(E\mp\omega),\qquad
D^2=\frac{3d_0^2}{2a_0^2}. \tag{3}
$$

The upper sign is emission, $\rho$ is the crystal density and $a_0$ is the lattice constant, not the Bohr radius. Emission requires $E>\omega$. Throughout, $\hbar=1$.

The two constants are counted differently: $D^2$ refers to one final band, $\Xi^2$ to both. The acoustic quantity comparable with $D^2$ is $\Xi^2/2$. If the two bands have equal masses, $N_h=N_l=N$ and (2) becomes $2\pi kT\,\Xi^2N/c_l$. If the light band is dropped from the model, $\Xi^2/2$ must be used with $N_h$.

Equation (1) assumes isotropic elasticity, quasi-elastic scattering and $kT$ well above the acoustic phonon energies. Its use in (2) also assumes that phonon directions and band spinors can be averaged independently. The value of $D^2$ in (3) assumes equal atomic masses, three degenerate optical branches and the definition of $d_0$ given below. The split-off band, screening and long-range polar coupling are left out. Leaving out the split-off band requires $E$ and $E+\omega$ to be small compared with the spin-orbit splitting. This fails for optical scattering in silicon, where the splitting (about 44 meV) is smaller than the optical phonon energy (about 63 meV). Even in germanium, coupling to the split-off band makes the densities of states markedly non-parabolic at hole energies of order 0.1 eV.

## Hamiltonian and its square

Let $J_i$ be the spin-3/2 matrices and $\{AB\}=(AB+BA)/2$. With electron energies and tensor strain $\varepsilon_{ij}$ (not engineering shear),

$$
H=a\,\mathrm{Tr}\,\varepsilon-b\sum_i\left(J_i^2-\frac54\right)\varepsilon_{ii}
-\frac{2d}{\sqrt3}\sum_{i<j}\{J_iJ_j\}\varepsilon_{ij}. \tag{4}
$$

Changing from electron to hole energy reverses the whole operator and leaves squared matrix elements unchanged. The sign of $a$ relative to $b$ and $d$ is a different matter and will appear below.

Order the states as $m=3/2,1/2,-1/2,-3/2$ and label them by two two-valued indices, $(\uparrow\uparrow),(\uparrow\downarrow),(\downarrow\uparrow),(\downarrow\downarrow)$. Pauli matrices $\sigma$ and $\tau$ act on the first and second index. The nonzero elements of $J_+$ are $\sqrt3,2,\sqrt3$, so both nonzero elements of $J_+^2$ are $2\sqrt3$, and $J_+^2=2\sqrt3\,\sigma_+$. The elements of $\{J_zJ_+\}$ are those of $J_+$ multiplied by $m+1/2$, with $m$ the lower state: $\sqrt3,0,-\sqrt3$. Hence $\{J_zJ_+\}=\sqrt3\,\sigma_z\tau_+$. Taking the Hermitian combinations gives

$$
\begin{aligned}
\Gamma_1&=\tfrac{2}{\sqrt3}\{J_yJ_z\}=\sigma_z\tau_y, &
\Gamma_2&=\tfrac{2}{\sqrt3}\{J_zJ_x\}=\sigma_z\tau_x,\\
\Gamma_3&=\tfrac{2}{\sqrt3}\{J_xJ_y\}=\sigma_y, &
\Gamma_4&=\tfrac{1}{\sqrt3}(J_x^2-J_y^2)=\sigma_x,\\
\Gamma_5&=J_z^2-\tfrac54=\sigma_z\tau_z. &&
\end{aligned}
$$

Each squares to one, and any two different ones anticommute. They are also traceless.

Since $J_x^2+J_y^2+J_z^2=15/4$,

$$
J_{x,y}^2-\frac54=-\frac12\Gamma_5\pm\frac{\sqrt3}{2}\Gamma_4 .
$$

The part of $H$ without $a$ is therefore

$$
\begin{aligned}
H_d=&-b\left[\left(\varepsilon_{zz}-\frac{\varepsilon_{xx}+\varepsilon_{yy}}2\right)\Gamma_5
+\frac{\sqrt3}{2}(\varepsilon_{xx}-\varepsilon_{yy})\Gamma_4\right]\\
&-d(\varepsilon_{yz}\Gamma_1+\varepsilon_{zx}\Gamma_2+\varepsilon_{xy}\Gamma_3).
\end{aligned}
$$

When it is squared, all mixed products cancel by anticommutation. The two diagonal-strain coefficients satisfy

$$
\left(\varepsilon_{zz}-\frac{\varepsilon_{xx}+\varepsilon_{yy}}2\right)^2+\frac34(\varepsilon_{xx}-\varepsilon_{yy})^2
=\frac12\sum_{i<j}(\varepsilon_{ii}-\varepsilon_{jj})^2,
$$

as expansion of both sides shows. Thus

$$
H_d^2=\Delta^2\,\mathbf 1,\qquad
\Delta^2=\frac{b^2}{2}\sum_{i<j}(\varepsilon_{ii}-\varepsilon_{jj})^2+d^2\sum_{i<j}\varepsilon_{ij}^2. \tag{5}
$$

Physically, strain splits the quartet into two doublets separated by $2\Delta$. For scattering, (5) says that the shear strength summed over four final spinors is $\Delta^2$ for every initial spinor. Including $a$ and averaging over four initial states,

$$
\frac14\mathrm{Tr}\,H^2=(a\,\mathrm{Tr}\,\varepsilon)^2+\Delta^2. \tag{6}
$$

The cross term is proportional to $\mathrm{Tr}\,H_d=0$.

## Average over phonon directions

A phonon with direction $\mathbf n$ and unit polarization $\mathbf e$ has strain proportional to

$$
\varepsilon_{ij}=\frac12(n_ie_j+e_in_j).
$$

By isotropy, $\langle n_in_jn_kn_l\rangle=A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Contracting $i$ with $j$ and $k$ with $l$ gives $1=A(9+3+3)$, so $A=1/15$. Therefore

$$
\langle n_i^2\rangle=\frac13,\qquad \langle n_i^4\rangle=\frac15,\qquad
\langle n_i^2n_j^2\rangle=\frac1{15}\quad(i\ne j).
$$

For the longitudinal branch $\mathbf e=\mathbf n$, $\varepsilon_{ij}=n_in_j$ and $\mathrm{Tr}\,\varepsilon=1$. Each pair contributes

$$
\langle(n_i^2-n_j^2)^2\rangle=\frac25-\frac2{15}=\frac4{15}.
$$

With three pairs in each sum of (5),

$$
S_l=a^2+\frac{b^2}{2}\cdot\frac{12}{15}+d^2\cdot\frac3{15}
=a^2+\frac25s,\qquad s=b^2+\frac{d^2}{2}. \tag{7}
$$

For the transverse branches, $\mathrm{Tr}\,\varepsilon=\mathbf n\cdot\mathbf e=0$, so $a$ drops out. Their two polarizations obey $\sum_t t_it_j=\delta_{ij}-n_in_j$. Hence

$$
\begin{aligned}
\sum_t(\varepsilon_{ii}-\varepsilon_{jj})^2
&=\sum_t(n_it_i-n_jt_j)^2\\
&=n_i^2(1-n_i^2)+n_j^2(1-n_j^2)+2n_i^2n_j^2,
\end{aligned}
$$

whose average is $2(1/3-1/5)+2/15=2/5$. Similarly,

$$
\begin{aligned}
\sum_t\varepsilon_{ij}^2
&=\frac14\left[n_i^2(1-n_j^2)+n_j^2(1-n_i^2)-2n_i^2n_j^2\right]\\
&=\frac14(n_i^2+n_j^2-4n_i^2n_j^2),
\end{aligned}
$$

whose average is $(2/3-4/15)/4=1/10$. Summing three pairs gives, for both transverse branches together,

$$
S_t=\frac{b^2}{2}\cdot\frac65+d^2\cdot\frac3{10}=\frac35s. \tag{8}
$$

## Thermal weights and the acoustic rate

In volume $V$, a phonon displacement has the quantum amplitude $(2\rho V\omega_q)^{-1/2}$. Differentiation supplies a factor $q$. Absorption and emission together supply $2n_q+1\simeq2kT/\omega_q$ when $kT\gg\omega_q$. With $\omega_q^2=c_\lambda q^2/\rho$, the squared strain amplitude is

$$
\frac{q^2}{2\rho V\omega_q}\,\frac{2kT}{\omega_q}=\frac{kT}{c_\lambda V}. \tag{9}
$$

The length of $q$ has cancelled. Each branch is weighted by $1/c_\lambda$, so softer transverse modes count more. Writing the total as $\Xi^2/c_l$ gives

$$
\frac{\Xi^2}{c_l}=\frac{S_l}{c_l}+\frac{S_t}{c_t},
$$

which is (1). In the formal limit $c_l=c_t$ (a stable isotropic solid has $c_l>4c_t/3$), it reduces to $\Xi^2=a^2+b^2+d^2/2$. If $b=d=0$, $\Xi=|a|$ and transverse phonons do not scatter at this order.

To resolve the final bands, let $P_g(\mathbf k)$ project on the two states of band $g$. The strength from band $i$ to band $g$, averaged over the two initial spinors, is $\frac12\mathrm{Tr}[P_i(\mathbf k)HP_g(\mathbf k')H]$. In the Luttinger model the band Hamiltonian is a scalar plus $\sum_\alpha g_\alpha(\mathbf k)\Gamma_\alpha$, and its projectors are

$$
P_\pm=\frac12\left(1\pm\frac{\sum_\alpha g_\alpha\Gamma_\alpha}{|g|}\right).
$$

The functions $g_{1,2,3}$ are proportional to $k_yk_z$, $k_zk_x$, $k_xk_y$ and average to zero by reflection. The functions $g_{4,5}$ are proportional to $k_x^2-k_y^2$ and $2k_z^2-k_x^2-k_y^2$ and average to zero by permutation of axes. Both $|g|$ and the weight of an energy surface are cubic invariants, so they do not spoil these cancellations. Hence, even for warped bands,

$$
\langle P_g\rangle=\frac12\mathbf 1. \tag{10}
$$

If the spinors are averaged independently of the phonon direction, the strength is $\frac12\cdot\frac14\mathrm{Tr}H^2$. This is half of (6), so each final band receives $\Xi^2/2$. The golden-rule factor $2\pi$, the amplitude (9) and the sum over $\mathbf k'$ then give (2).

## Optical relation

Let $\mathbf u$ be the relative displacement of the two sublattices. To first order in $\mathbf u$, cubic symmetry gives

$$
H_{op}=-\frac{d_0}{\sqrt3a_0}\left(\{J_yJ_z\}u_x+\{J_zJ_x\}u_y+\{J_xJ_y\}u_z\right)
=-\frac{d_0}{2a_0}\sum_{i=1}^3\Gamma_iu_i. \tag{11}
$$

Anticommutation yields $H_{op}^2=d_0^2u^2/(4a_0^2)$. The levels are $\pm d_0u/(2a_0)$, so $d_0u/a_0$ is the full splitting of the quartet, for any direction of $\mathbf u$. This is the definition of $d_0$ used here.

The relative coordinate carries the reduced mass $\mu=M_1M_2/(M_1+M_2)$. With $N_c$ cells, its squared quantum amplitude is $1/(2N_c\mu\omega)$. Since $\rho V=N_c(M_1+M_2)$,

$$
\frac1{2N_c\mu\omega}=\frac{M_1+M_2}{\mu}\,\frac1{2\rho V\omega}
=\frac{(M_1+M_2)^2}{M_1M_2}\,\frac1{2\rho V\omega}. \tag{12}
$$

The mass factor is 4 for equal masses. It must be included because (3) contains the total crystal density, while $\mathbf u$ is a relative displacement.

For three degenerate branches, $\sum_\lambda e_{\lambda i}e_{\lambda j}=\delta_{ij}$. The sum over polarizations can therefore be taken over fixed Cartesian axes, whatever the direction of $\mathbf q=\mathbf k'-\mathbf k$. Let $H_i$ be the operator for unit displacement along axis $i$. Using (10) for the final band,

$$
D^2\mathbf 1=4\sum_{i=1}^3H_i\langle P_g\rangle H_i
=4\cdot\frac12\cdot3\cdot\frac{d_0^2}{4a_0^2}\mathbf 1
=\frac{3d_0^2}{2a_0^2}\mathbf 1. \tag{13}
$$

No average over the initial spinor was needed. The golden-rule factor $2\pi/(2\rho\omega)$ gives the prefactor in (3). A numerical test with a warped Luttinger Hamiltonian confirmed both (10) and (13).

For unequal masses, multiply $D^2$ by $(M_1+M_2)^2/(4M_1M_2)$, which is $1.125$ for a mass ratio of 2. If another definition of $d_0$ is in use, convert it through the quartet splitting before applying (3). If longitudinal and transverse optical frequencies differ, the branches need separate occupations and final energies, and the polarization sum behind (13) no longer applies to the total rate.

There is a useful consequence for momentum relaxation. In (13), before averaging, the strength depends on $\mathbf k'$ through $P_g(\mathbf k')$ alone, which is unchanged under $\mathbf k'\to-\mathbf k'$. The final velocity is odd, so its average vanishes. Within this model, the optical momentum-relaxation rate equals the optical scattering rate.

## What the acoustic average leaves out

For acoustic phonons, $\mathbf q=\mathbf k'-\mathbf k$ ties the strain to the same wavevectors that determine the spinors. Independent averaging is exact in one useful limit: both bands share one spherical energy surface, and one sums over final bands and averages over all initial states. Then $P_h+P_l=1$ at each end, only $\frac14\mathrm{Tr}H^2$ remains, and independent uniform directions of $\mathbf k$ and $\mathbf k'$ make the direction of $\mathbf q$ uniform. A numerical test confirmed this limit.

For separate bands, one new feature is interference between $a$ and the shear potentials. It can be found in closed form for spherical bands. Define

$$
K=(\hat{\mathbf k}\cdot\mathbf J)^2-\frac54,\qquad P_h=\frac{1+K}{2},\qquad P_l=\frac{1-K}{2},
$$

and define $K'$ and $Q$ likewise for $\mathbf k'$ and $\mathbf q$. The interference is linear in $H_d$. Averaging over the crystal orientation therefore retains its rotationally invariant part. In that part all five strain components have the same coefficient, the mean of the five cubic coefficients $b,\,b,\,d/\sqrt3,\,d/\sqrt3,\,d/\sqrt3$:

$$
H_d\to-\beta Q,\qquad \beta=\frac{2b+\sqrt3d}{5}.
$$

Transverse modes do not contribute, since they have no $a$ term. For a heavy initial state and a heavy ($+$) or light ($-$) final state, the interference is

$$
I_\pm=-\frac{a\beta}{4}\,\mathrm{Re}\,\mathrm{Tr}[(1+K)Q(1\pm K')].
$$

Each of $K,K',Q$ is a linear combination of the $\Gamma_\alpha$. Thus $\mathrm{Tr}\,Q=0$. Also $\{KK'\}$ is a number, so the real part of $\mathrm{Tr}\,KQK'$ vanishes. Choosing $\hat{\mathbf k}$ along $z$ shows that $\mathrm{Tr}\,KQ=4P_2(\hat{\mathbf k}\cdot\hat{\mathbf q})$, with $P_2(x)=(3x^2-1)/2$. Therefore

$$
I_\pm=-a\beta\left[P_2(\hat{\mathbf k}\cdot\hat{\mathbf q})\pm P_2(\hat{\mathbf k}'\cdot\hat{\mathbf q})\right]. \tag{14}
$$

For heavy-heavy scattering through angle $\theta$, $|k'|=|k|$ and both squared cosines equal $\sin^2(\theta/2)$. Their average over final directions is $1/2$, so each $P_2$ averages to $1/4$ and

$$
\langle I_+\rangle=-\frac{a\beta}{2}. \tag{15}
$$

For heavy-light scattering, put $r=|k'|/|k|<1$ and $c=\cos\theta$. The difference of the squared cosines in (14) is

$$
\frac{(rc-1)^2-(r-c)^2}{1+r^2-2rc}=\frac{(1-r^2)(1-c^2)}{1+r^2-2rc}\ge0.
$$

Thus both interference terms raise the heavy-hole rate when $a\beta<0$ and lower it when $a\beta>0$. Equation (1) cannot show this, because it contains $a^2$. Shear terms have further correlations, which are included in the numerical integrals below.

## Worked example

The following round parameters describe a model crystal, not a named material. Energies are in hartree ($E_h$) and lengths in bohr. Take $a=0.10$, $b=-0.08$, $d=-0.18$ and $d_0=1.5\,E_h$, with $a_0=10$ bohr.

The elastic constants are $c_{11}=0.0045$, $c_{12}=0.0017$ and $c_{44}=0.0023\,E_h/\mathrm{bohr}^3$. This crystal is not elastically isotropic, so direction-averaged stiffnesses are used. The longitudinal stiffness along $\mathbf n$ is $c_{11}\sum_in_i^4+2(c_{12}+2c_{44})\sum_{i<j}n_i^2n_j^2$. The three modal stiffnesses sum to $c_{11}+2c_{44}$. Averaging the first, and assigning half the remainder to each transverse branch, gives

$$
c_l=\frac{3c_{11}+2c_{12}+4c_{44}}5=0.00522,\qquad
c_t=\frac{c_{11}-c_{12}+3c_{44}}5=0.00194,
$$

in $E_h/\mathrm{bohr}^3$, with ratio $2.691$.

The shear combination is $s=0.0064+0.0162=0.0226\,E_h^2$. Equations (7) and (8) give $S_l=0.01904$ and $S_t=0.01356\,E_h^2$. Hence

$$
\Xi^2=0.01904+2.691\times0.01356=0.0555\,E_h^2,
$$

so $\Xi=0.236\,E_h=6.41$ eV. Transverse phonons supply $0.0365\,E_h^2$, about two thirds of the total. The strength per final band is $0.0278\,E_h^2$, whose square root is $0.167\,E_h$.

Solving for the actual cubic elastic modes and averaging their strengths gives $0.9989$ of the isotropic formula. For these parameters, elastic anisotropy changes the averaged strength by about 0.1%. This is a cancellation: anisotropy raises the $b^2$ part by about 21% and the $a^2$ part by about 2%, and lowers the $d^2$ part by about 9%. The figure therefore depends on the ratio of $b$ to $d$ and does not bound the error for other potentials or other crystals.

Now take $kT=0.001\,E_h$, $E=0.002\,E_h$ and masses $0.4$ and $0.08$ electron masses. The densities of states are $N_h=8.11\times10^{-4}$ and $N_l=0.725\times10^{-4}\,(E_h\,\mathrm{bohr}^3)^{-1}$. Equation (2) gives

$$
W_{ac}=\frac{2\pi(0.001)}{0.00522}(0.02776)(8.83\times10^{-4})
=2.95\times10^{-5}\,E_h,
$$

or $1.22\times10^{12}\,\mathrm{s}^{-1}$.

With spinor correlation included, for spherical bands and isotropic elasticity, the heavy-heavy strength is $0.926$ times $\Xi^2/2$, and the heavy-light strength is $1.334$ times $\Xi^2/2$. For a heavy initial hole the deviations partly cancel in the rate, which becomes $2.83\times10^{-5}\,E_h$, 4% below the averaged formula. For a light initial hole of the same energy they do not: the light-heavy factor is again $1.334$, the light-light factor is about $0.59$, and the rate is about 27% above the averaged formula.

The close agreement for heavy holes also depends on the sign of $a$. Reversing it lowers the heavy-heavy factor from $0.926$ to $0.586$. Equation (15) accounts for the change: $\beta=-0.0944\,E_h$ gives $\langle I_+\rangle=0.00472\,E_h^2$, or $0.170$ in units of $\Xi^2/2$, and reversal changes the factor by twice this amount. With the reversed sign the heavy-light factor falls to about $0.81$, and the heavy-hole rate is about 40% below the averaged formula. A calculation that needs separate band rates should therefore use the correlated strengths. Band warping shifts these factors by a few percent: Luttinger parameters $7.5,\,2.0,\,2.83$ give a heavy-heavy factor of about $0.95$ in place of $0.926$.

The acoustic scattering rate also differs in general from the momentum-relaxation rate. Weighting heavy-heavy events by $1-\cos\theta$ raises their strength by a factor $1.23$, so backward scattering is favored for these parameters. With the sign of $a$ reversed the factor is about $0.78$, and for $b=d=0$ it is $1$.

With density $\rho=800$ electron masses per $\mathrm{bohr}^3$ and the averaged stiffness $c_l$, the most energetic longitudinal phonon in heavy-heavy scattering has energy $0.204\,kT$. Replacing $2n_q+1$ by $2kT/\omega_q$ is then low by about 0.35% for that phonon. Its energy is about 10% of $E$, so one such event changes the hole energy by about that fraction. This is not the error of the total rate, because absorption and emission shift the final energy in opposite directions.

For the optical branches, (3) gives

$$
D^2=\frac{3(1.5)^2}{2(10)^2}=0.03375\,E_h^2/\mathrm{bohr}^2,
$$

hence $D=0.184\,E_h/\mathrm{bohr}=9.45\times10^8$ eV/cm. For $\omega=0.0014\,E_h$, $n=0.327$. The summed final densities of states are $1.151\times10^{-3}$ for absorption and $0.484\times10^{-3}\,(E_h\,\mathrm{bohr}^3)^{-1}$ for emission. With $\pi D^2/(\rho\omega)=0.0947$ in atomic units,

$$
\begin{aligned}
W_{op}^{abs}&=0.0947\times0.327\times1.151\times10^{-3}=3.57\times10^{-5}\,E_h,\\
W_{op}^{em}&=0.0947\times1.327\times0.484\times10^{-3}=6.08\times10^{-5}\,E_h.
\end{aligned}
$$

Emission is faster although it has fewer final states, because its occupation factor $n+1$ is about four times $n$. The total is $9.65\times10^{-5}\,E_h$, or $3.99\times10^{12}\,\mathrm{s}^{-1}$, about three times the acoustic rate at this energy. Below $E=\omega$ the emission term vanishes. The numerical output lists the values with their units.

## Numbers as computed

```
a: 0.1 Eh
b: -0.08 Eh
d: -0.18 Eh
d0: 1.5 Eh
lattice constant: 10 bohr
c11: 0.0045 Eh/bohr^3
c12: 0.0017 Eh/bohr^3
c44: 0.0023 Eh/bohr^3
density: 800 m_e/bohr^3
kT: 0.001 Eh
optical phonon energy: 0.0014 Eh
hole energy: 0.002 Eh
heavy mass: 0.4 m_e
light mass: 0.08 m_e
averaged c_l: 0.00522 Eh/bohr^3
averaged c_t: 0.00194 Eh/bohr^3
c_l/c_t: 2.6907
b^2+d^2/2: 0.0226 Eh^2
longitudinal strength: 0.01904 Eh^2
two transverse branches, before c_l/c_t: 0.01356 Eh^2
transverse part of Xi^2: 0.036486 Eh^2
Xi^2, both final bands: 0.055526 Eh^2
Xi, both final bands: 0.23564 Eh
Xi, both final bands: 6.4121 eV
Xi^2/2, per final band: 0.027763 Eh^2
Xi/sqrt(2), per final band: 0.16662 Eh
cubic elastic average / isotropic formula: 0.99892
optical D^2, per final band: 0.03375 Eh^2/bohr^2
optical D, per final band: 0.18371 Eh/bohr
optical D, per final band: 9.4468e+08 eV/cm
D^2 mass factor for mass ratio 2: 1.125
heavy density of states: 0.00081057 1/(Eh bohr^3)
light density of states: 7.25e-05 1/(Eh bohr^3)
correlated heavy-heavy / (Xi^2/2): 0.92621
same with sign of a reversed: 0.58636
correlated heavy-light / (Xi^2/2): 1.334
heavy-heavy weighted by 1-cos / unweighted: 1.2271
acoustic rate, averaged formula: 2.951e-05 Eh/hbar
acoustic rate, averaged formula: 1.22e+12 1/s
heavy-hole acoustic rate, correlated: 2.8321e-05 Eh/hbar
correlated / averaged acoustic rate: 0.95969
largest acoustic phonon energy / kT: 0.20435
equipartition correction factor there: 1.0035
optical phonon occupation: 0.32731
final density of states, absorption: 0.0011514 1/(Eh bohr^3)
final density of states, emission: 0.00048368 1/(Eh bohr^3)
optical absorption rate: 3.5677e-05 Eh/hbar
optical emission rate: 6.0776e-05 Eh/hbar
total optical rate: 9.6453e-05 Eh/hbar
total optical rate: 3.9875e+12 1/s
```
